The Sign of the Hall Coefficient with Electrons and Holes Together

**Q.** I have a bar of high-resistivity p-type silicon with 6.0×10¹² acceptors per cm³. At room temperature its Hall coefficient is positive. At 400 K it is negative. I conclude that heating has made electrons the majority carriers.

**A.** Count the carriers before interpreting the sign. Assume every acceptor is ionized, the material is neutral and the carriers are in thermal equilibrium. With p holes and n electrons per volume,

p − n = N_A, pn = n_i².

Heating creates electrons and holes in pairs, so it raises both densities and leaves their difference at N_A. Substituting n = n_i²/p gives p² − N_A p − n_i² = 0, whose positive root is

p = N_A/2 + √(N_A²/4 + n_i²).

For the intrinsic density take

n_i = √(N_c N_v) exp(−E_g/2kT), with N = 2(2πmkT/h²)^(3/2) for each band.

Rough silicon values are density-of-states masses of 1.1 and 0.8 free-electron masses for electrons and holes, and a gap of 1.10 eV at 400 K. They give n_i = 4.13×10¹² cm⁻³, and then

p = 8.10×10¹² cm⁻³, n = 2.10×10¹² cm⁻³.

Holes outnumber electrons by 3.85 to 1.

**Q.** Then the Hall coefficient should be positive. Its sign is the sign of the carrier.

**A.** That holds for one kind of carrier. For two kinds we must add their transverse currents. Let the current flow along +x and the magnetic field B point along +z. Define

R_H = E_y/(J_x B), measured with J_y = 0.

The bar is long, and the probes sit far from its end contacts. Take the densities as uniform across the width for now.

Collisions remove momentum at the rate mv/τ, which balances the force q(E + v×B) in the steady state. With mobility μ = eτ/m, the drift velocities obey

holes: v = μ_h(E + v×B)
electrons: v = −μ_e(E + v×B).

The y component of v×B is −v_x B. In weak field, μB ≪ 1, the magnetic correction to v_x is of second order in μB, so v_x = μ_h E_x for holes and v_x = −μ_e E_x for electrons. Inserting these,

holes: v_y = μ_h(E_y − μ_h B E_x)
electrons: v_y = −μ_e(E_y + μ_e B E_x).

Set E_y = 0 for a moment. Both v_y are negative: the two kinds drift to the same edge, because electrons have both the opposite charge and the opposite v_x. Their charges differ, so their transverse currents oppose each other. Multiplying by +ep and −en,

J_hy = e p μ_h(E_y − μ_h B E_x)
J_ey = e n μ_e(E_y + μ_e B E_x).

**Q.** And the open edges require the sum to vanish?

**A.** Yes, the sum, not each term. Collecting the terms in E_y,

(pμ_h + nμ_e) E_y = (pμ_h² − nμ_e²) B E_x.

The longitudinal current is J_x = e(pμ_h + nμ_e)E_x. Solving for E_y and dividing by J_x B,

R_H = (pμ_h² − nμ_e²) / [e(pμ_h + nμ_e)²].

With n = 0 this is 1/(ep), and with p = 0 it is −1/(en), the two single-carrier results. In between, write b = μ_e/μ_h and divide numerator and denominator by μ_h²:

R_H = (p − b²n) / [e(p + bn)²].

The sign changes at p = b²n. Rough mobilities for your bar at 400 K are 750 cm²/Vs for electrons and 250 cm²/Vs for holes, so b = 3. The weak-field coefficient stays negative until holes outnumber electrons nine to one. Your ratio is 3.85.

**Q.** Why the square? I would have guessed that the sign follows whichever carrier conducts more, which would put the change at p = 3n.

**A.** Mobility enters twice. A mobile carrier moves faster along x, so it feels a larger magnetic force. It also responds to that sideways force with a larger sideways velocity. Conductivity contains the mobility once, and the magnetic part of the transverse current contains it twice.

At p = b²n the hole share of the current is

pμ_h/(pμ_h + nμ_e) = b²/(b² + b) = b/(b + 1),

which is 75% for b = 3. Holes can be both the majority and the main conductors while R_H is still negative.

Your bar is such a case. In units of 10¹⁵ cm⁻¹V⁻¹s⁻¹, pμ_h = 2.03 and nμ_e = 1.58, so holes carry 56% of the current.

**Q.** Can you show the competition in volts?

**A.** Rewrite the condition J_y = 0 as a weighted mean:

E_y = [pμ_h(+μ_h B E_x) + nμ_e(−μ_e B E_x)] / (pμ_h + nμ_e).

Each bracket is the Hall field that one species would set up alone, and the weights are the conductivity shares.

Let the bar be 5.0 mm wide and 0.5 mm thick, carrying 10 μA in a field of 0.5 T. The current density is 4.0×10⁻⁴ A/cm². The resistivity, 1/[e(pμ_h + nμ_e)], is 1733 Ω cm, so E_x = 0.693 V/cm. Holes alone would give +8.66 mV/cm and electrons alone −25.99 mV/cm. The mean is

E_y = 0.562(8.66) + 0.438(−25.99) ≈ −6.5 mV/cm.

The electrons have the smaller weight but ask for a field three times as large.

For the coefficient, p − 9n = −10.8×10¹² cm⁻³ and p + 3n = 14.4×10¹² cm⁻³, hence

R_H = −3.25×10⁵ cm³/C = −0.325 m³/C.

With V_H = E_y w, where w is the width, and J_x = I/(wt), where t is the thickness,

V_H = R_H I B/t = (−0.325)(10⁻⁵)(0.5)/(5×10⁻⁴) V = −3.25 mV.

**Q.** I had also turned the coefficient into an electron density, 1/(e|R_H|).

**A.** That gives 1.92×10¹³ cm⁻³, about nine times the true electron density and about three times the acceptor density. The single-carrier formula fails in number as well as in type.

A correct sign does not rescue the number. Keep 400 K and the same mobilities, and vary only the doping:

N_A = 0: p/n = 1.00, R_H = −7.56×10⁵ cm³/C
N_A = 3.0×10¹² cm⁻³: p/n = 2.04, R_H = −5.92×10⁵ cm³/C
N_A = 6.0×10¹² cm⁻³: p/n = 3.85, R_H = −3.25×10⁵ cm³/C
N_A = 1.2×10¹³ cm⁻³: p/n = 10.4, R_H = +3.70×10⁴ cm³/C
N_A = 3.0×10¹³ cm⁻³: p/n = 54.8, R_H = +1.54×10⁵ cm³/C.

In the fourth line the sign is that of holes, but 1/(eR_H) is 1.7×10¹⁴ cm⁻³, while the true p is 1.3×10¹³ cm⁻³. Near the zero, R_H is small because two contributions nearly cancel, not because carriers are plentiful.

The first line is the undoped case. Putting p = n = n_i into the formula,

R_H = (1 − b²)/[e n_i(1 + b)²] = −(b − 1)/[e n_i(b + 1)].

It is negative although neither carrier is in the majority.

**Q.** At what temperature did my bar change sign?

**A.** At the zero, p = b²n. Together with pn = n_i² this gives b²n² = n_i², so n = n_i/b and p = b n_i. Neutrality then requires

N_A = p − n = (b − 1/b) n_i.

For b = 3 the factor is 8/3, so your doping needs n_i = 2.25×10¹² cm⁻³. Hold b at 3 and let the gap fall linearly from 1.12 eV at 300 K to 1.10 eV at 400 K. Solving the n_i formula numerically for temperature gives about 387 K. Holes are the majority on both sides of it.

At 300 K the same model gives p/n of about 4.5×10⁵ and R_H = +1.04×10⁶ cm³/C, which is 1/(eN_A) to the digits shown. There the single-carrier reading gives the right sign and, in this model, the right density. Cooling the sample until one species dominates is therefore a better test of doping type than one reading in the mixed range. To read N_A from the coefficient as well, the dopants must stay ionized, and the correction for energy-dependent collision times, introduced below, must be known.

**Q.** Could I stay at 400 K and use a stronger magnet?

**A.** In principle. Now we must keep the magnetic correction to v_x. Combine the components into complex numbers, E = E_x + iE_y and v = v_x + iv_y. Since v×B has components (v_yB, −v_xB), it becomes −iBv. The drift equations give

holes: v = μ_h E/(1 + iμ_h B)
electrons: v = −μ_e E/(1 − iμ_e B).

Adding the currents and using a common denominator, J = eEN/D, where

N = (pμ_h + nμ_e) − i(p − n)μ_hμ_e B
D = (1 + μ_hμ_e B²) + i(μ_h − μ_e)B.

Since J_y = 0, J is real and equal to J_x. Then E = J_x D/(eN), and E_y is J_x Im(DN*)/(e|N|²). The imaginary part is

Im(DN*) = (pμ_h + nμ_e)(μ_h − μ_e)B + (1 + μ_hμ_e B²)(p − n)μ_hμ_e B.

On expansion the terms ±pμ_hμ_e B and ±nμ_hμ_e B cancel, leaving

R_H = [pμ_h² − nμ_e² + (p − n)μ_h²μ_e²B²] / {e[(pμ_h + nμ_e)² + (p − n)²μ_h²μ_e²B²]}.

At small B this is the earlier result. For p ≠ n the terms in B² dominate at large B and R_H tends to 1/[e(p − n)], whose sign does show the majority. At p = n those terms vanish and R_H does not depend on B. For n < p < b²n, setting the numerator to zero and dividing by μ_h² gives the field of reversal:

μ_e B = √[(b²n − p)/(p − n)].

For your bar the root is √(10.8/6.0) = 1.34. With μ_e = 0.075 m²/Vs, B is about 18 T. At 0.5 T, μ_e B is 0.0375 and R_H differs from its weak-field value by 0.1%. The 18 T figure belongs to this classical model with collision times independent of field and energy.

**Q.** Real collision times depend on energy. Does that move the factor of nine?

**A.** It does. Carriers of each energy have their own τ. The electric part of the transverse current contains the average ⟨τ⟩, and the magnetic part contains ⟨τ²⟩. If μ denotes the drift mobility, proportional to ⟨τ⟩, then each μ² in the weak-field numerator acquires a Hall factor

r = ⟨τ²⟩/⟨τ⟩².

The denominator comes from the conductivity and does not change. The zero moves to

p/n = b² r_e/r_h.

Equal factors leave b² alone. For a spherical parabolic band with τ proportional to x^(−1/2), where x is energy over kT, the averages carry the weight x^(3/2)e^(−x): x^(1/2) from the density of states and x from the squared velocity. Then ⟨τ⟩ is proportional to Γ(2)/Γ(5/2) and ⟨τ²⟩ to Γ(3/2)/Γ(5/2), so

r = Γ(3/2)Γ(5/2)/Γ(2)² = (√π/2)(3√π/4) = 3π/8 = 1.18.

Neither band of silicon is a simple sphere. A rough hole factor is 0.8. The electron valleys are ellipsoids, with masses of about 0.92 along the axis and 0.19 across it, which lowers 1.18 to 1.03 if τ is the same in every direction. With 1.18 for electrons, the zero moves from 9 to about 13, and your coefficient becomes −4.75×10⁵ cm³/C, 46% larger in magnitude than with both factors equal to one. With 1.03, the zero is at about 11.5 and the increase is 20%. The sign stands, but the nine should not be read as a precise constant of silicon.

**Q.** Something else bothers me. You said both carriers drift to the same edge. Why do they not pile up there?

**A.** Zero net current still allows equal fluxes of electrons and holes. In your bar E_y − μ_h B E_x is −6.5 − 8.7 = −15.2 mV/cm, so holes do flow toward −y, and electrons accompany them. Uniform densities require pairs to recombine at that edge and to be generated at the other.

Suppose instead that no pairs can recombine or be generated. Each flux must then vanish separately, and a density gradient s, equal for both carriers by neutrality, provides diffusion. With V_T = kT/e and diffusivities μV_T,

0 = pμ_h(E_y − μ_h B E_x) − μ_h V_T s
0 = −nμ_e(E_y + μ_e B E_x) − μ_e V_T s.

Divide the first by μ_h and the second by μ_e, then subtract the second from the first. The gradient cancels:

(p + n)E_y = (pμ_h − nμ_e) B E_x.

Now the zero is at p = bn, your earlier guess. The square belongs to a bar whose pairs can disappear and reappear.

**Q.** Which limit describes a real bar?

**A.** That depends on the pair lifetime τ_p and the edge recombination velocity S. Here τ_p covers every loss away from the edges, including recombination at the two broad faces, so in a thin bar it is long only if those faces are passivated too. Let both fluxes equal F instead of zero in the last two equations. Multiply the first by nμ_e and the second by pμ_h, and add. E_y cancels, leaving F = F_0 − Ds, with F_0 the flux at uniform density and

D = V_T(p + n)μ_hμ_e/(pμ_h + nμ_e).

For a small excess density Δ, s = dΔ/dy and dF/dy = −Δ/τ_p, so DΔ″ = Δ/τ_p. With y measured from the middle, the antisymmetric solution is Δ = A sinh(y/L), where L = √(Dτ_p). Put a = w/2L. The edge condition F = SΔ at y = w/2 gives

F_0 = A[(D/L) cosh a + S sinh a].

The mean gradient is 2A sinh a/w. Divided by F_0/D, the gradient that stops the flux completely, it is

g = (tanh a/a) / [1 + (SL/D) tanh a].

E_y is linear in the gradient, so its mean is E_u + (E_b − E_u)g, where E_u is the uniform result and E_b the blocked one.

For your bar D is 18.3 cm²/s. A lifetime of 1 ms gives L = 1.35 mm and a = 1.85. With perfectly passivated edges, S = 0, g is 0.51. In units of μ_h B E_x, E_u is −0.75 and E_b is +0.18, so the mean is about −0.27, or −1.2 mV across the bar.

Solving the drift-diffusion equations numerically for S = 0, with neutrality but without assuming a small Δ, gives

τ_p = 0.01 ms: V_H = −3.04 mV
τ_p = 1 ms: V_H = −1.18 mV
τ_p = 10 ms: V_H = +0.37 mV.

The last sign is positive at the same p/n of 3.85. It requires a very long bar: with a lifetime of 10 ms and this current, a density disturbance at the negative end contact decays over about 2.2 cm, so the probes must sit several centimetres away from it. With ground edges, taking a rough S of 10⁵ cm/s and a lifetime of 1 ms, the voltage is only 0.09% smaller in magnitude than −3.25 mV. These are differences of electrostatic potential, and a voltmeter may read something else. Because J_y = 0 at every y, E_y differs from E_u only by a term proportional to the density gradient, so for small Δ its integral depends only on Δ at the two edges. A small ohmic contact at which pairs recombine fast holds Δ = 0 at the metal, and the gradient beside it adds a voltage that cancels this integral. In the limit of very small contacts, two such probes therefore read −3.25 mV whatever the lifetime. Contacts of finite size also disturb the conductivity along the bar, and the drift of carriers makes this disturbance lopsided, which adds an error that grows with contact size and lifetime. The error shrinks only slowly with size: at 1 ms and this current, contacts that run through the full thickness of the bar would read about 16% too much in magnitude if they are 0.1 mm wide, and still about 11% too much at 0.01 mm. Very small contacts that exchange only holes would read about +0.65 mV at 1 ms.

**Q.** How close is all this to an actual wafer?

**A.** Silicon with a room-temperature resistivity of a few kΩ cm is a real product, used for radiation detectors and low-loss substrates, and your doping lies in that range. The mobilities, masses and gap are rough. If n_i were 30% lower, p/n would be 6.15, still below nine, but R_H would be 44% smaller in magnitude. Published fits for silicon lie on the other side, at about 5.5 to 6.0×10¹² cm⁻³ at 400 K. They give p/n between 2.6 and 2.9, an R_H only 5% to 6% larger in magnitude, and a sign change 5 to 7 K below 387 K. Of the effects sized here, a lack of recombination can do the most harm: high-resistivity silicon can have millisecond lifetimes, and if the edges and the broad faces are all passivated, the electrostatic Hall voltage is cut by more than half or, at 10 ms, reversed, and the measured value depends on the kind of probe contact. Unequal Hall factors change it by 20% to 46% in the estimates above. Charged surfaces are left out and would need separate control. At 400 K a downward band bending of (kT/e) ln(p/n), less than 50 mV, already makes the electron density at the surface equal to the hole density in the bulk, though the surface layer then holds few electrons compared with the bulk. At a bending of about 0.3 V the extra electrons at the two broad faces become comparable in number to those in the bulk. At ordinary dopings the mixed range lies at higher temperature: at 400 K the model's sign change needs N_A = 1.1×10¹³ cm⁻³, so a wafer with 10¹⁵ cm⁻³ is far on the positive side.

**Q.** What may I conclude from a sign alone, then?

**A.** With weak field, equal Hall factors and effective edge recombination, a negative sign says p < b²n. For b = 3 that admits an electron majority, equal numbers, or a hole majority of up to nine to one. A positive sign says p > b²n, and since b > 1 this does establish a hole majority. The evidence is lopsided because the electrons are the more mobile carriers. In a material with b < 1 the roles reverse: for b²n < p < n the coefficient is positive although electrons are the majority.

For your bar, the negative reading at 400 K is what p-type silicon with this doping should give in the model. It shows that thermally created electrons have become numerous enough to control the Hall field, at about one electron for every four holes.

All numerical values are calculated from the stated model.
